# Why raising sheet resistance locally can lower a four-probe resistance

**Q:** I measured a thin conducting film with four probes in a line, current through the outer two and voltage between the inner two. One patch of the film is more resistive than the rest. With the patch between the first and second probes, my reading was lower than on clean film. How can added resistance reduce a resistance?

**A:** Because the reading is not a resistance between two terminals. Let us fix the signs first. Number the probes 1 to 4 from left to right. Current $I$ enters at 1 and leaves at 4, and you report

$$R=\frac{V_2-V_3}{I}.$$

I assume a film thin enough to be described by a sheet resistance $R_s(\mathbf r)$, ohmic and isotropic, with steady current, no magnetic field and point contacts. The sheet current density $\mathbf J$, in amperes per unit width, then obeys

$$-\nabla V=R_s\mathbf J,\qquad \nabla\cdot\mathbf J=I\,\delta(\mathbf r-\mathbf r_1)-I\,\delta(\mathbf r-\mathbf r_4),$$

and no current crosses the film edge.

What we need is the response of $V_2-V_3$ to a change of $R_s$ at one place. For that, imagine a second experiment on the same film with the probe pairs exchanged: the same $I$ enters at 2 and leaves at 3. Call its potential $\tilde V$ and its current density $\tilde{\mathbf J}$.

**Q:** I never run that second experiment. How does it enter my reading?

**A:** As a device for picking out $V_2-V_3$. Integrate $\nabla\cdot(V\tilde{\mathbf J})$ over the film. The integral equals the flux of $V\tilde{\mathbf J}$ through the edge, which is zero. Expanding the divergence gives

$$0=\int\nabla V\cdot\tilde{\mathbf J}\,dA+\int V\,\nabla\cdot\tilde{\mathbf J}\,dA
=-\int R_s\,\mathbf J\cdot\tilde{\mathbf J}\,dA+I(V_2-V_3).$$

The delta functions in $\nabla\cdot\tilde{\mathbf J}$ have selected the potentials at your voltage probes. Dividing by $I^2$,

$$R=\frac{1}{I^2}\int R_s\,\mathbf J\cdot\tilde{\mathbf J}\,dA. \tag{1}$$

On an unbounded sheet the edge term also vanishes: with $V=0$ at infinity, $V$ falls as $1/r$ and $\tilde{\mathbf J}$ as $1/r^2$, while the boundary circle grows as $r$. Near a probe one of the two densities diverges as the inverse distance and the other stays finite, so the integral converges.

Equation (1) is symmetric in the two experiments. Running the same argument with their roles exchanged gives $\tilde V_1-\tilde V_4=IR$, which is reciprocity.

**Q:** So I raise $R_s$ in the integrand and read off the change? But the current rearranges when the film changes.

**A:** It does, so let us keep the rearrangement. Let the film become $R_s'$, with potential $V'$ and current $\mathbf J'$ in your actual arrangement, still driven by $I$. The derivation of (1) used Ohm's law for the first current, but for $\tilde{\mathbf J}$ it used only the sources and the edge condition. I may therefore keep $\tilde{\mathbf J}$ from the old film:

$$I^2R'=\int R_s'\,\mathbf J'\cdot\tilde{\mathbf J}\,dA.$$

Now reverse the roles. Use Ohm's law for the old exchanged experiment, $-\nabla\tilde V=R_s\tilde{\mathbf J}$, and only the sources of $\mathbf J'$, which are at 1 and 4:

$$\int R_s\,\tilde{\mathbf J}\cdot\mathbf J'\,dA=I(\tilde V_1-\tilde V_4)=I^2R.$$

Subtracting the two lines,

$$R'-R=\frac{1}{I^2}\int (R_s'-R_s)\,\mathbf J'\cdot\tilde{\mathbf J}\,dA. \tag{2}$$

This holds for a change of any size. If the change $\delta R_s$ is small, $\mathbf J'$ differs from $\mathbf J$ by a term of first order, which contributes to (2) in second order. Hence, to first order,

$$\delta R=\int \delta R_s\,S\,dA,\qquad S=\frac{\mathbf J\cdot\tilde{\mathbf J}}{I^2}. \tag{3}$$

The sensitivity $S$ is the dot product you were missing. Where the two currents run against each other it is negative, and a small local rise of $R_s$ lowers $R$. Where they cross at right angles, the reading does not respond in first order.

**Q:** Doesn't that conflict with energy? More resistance at fixed current should mean more heat.

**A:** That rule applies to a two-terminal resistance. If the voltage is taken at the current terminals, now given a small finite size, then $\tilde{\mathbf J}=\mathbf J$ and $S=|\mathbf J|^2/I^2\ge 0$. A large rise can be built from small ones, none of which lowers the resistance, so the total cannot lower it either.

For four probes, write the dot product as

$$\mathbf J\cdot\tilde{\mathbf J}=\tfrac14\left(|\mathbf J+\tilde{\mathbf J}|^2-|\mathbf J-\tilde{\mathbf J}|^2\right).$$

Multiplied by $R_s$ and integrated, the two terms are the heat produced when both pairs are driven together, first with one relative polarity and then with the other. Your $R$ is the difference of these dissipations, divided by $4I^2$. Each one rises with $R_s$, but their difference may go either way. (Each term alone needs contacts of finite size to be finite.)

**Q:** Where are the negative regions for my row of probes?

**A:** Take an unbounded uniform sheet and pitch $s$, with probes at $x=-\tfrac32s,-\tfrac12s,\tfrac12s,\tfrac32s$. Current from a single source spreads evenly over circles, so its density is $I/(2\pi\rho)$ at distance $\rho$. With $z=x+iy$, source and sink together give

$$\frac{J_x-iJ_y}{I}=\frac1{2\pi}\left[\frac1{z+\frac32s}-\frac1{z-\frac32s}\right]=-\frac{1}{2\pi}\,\frac{3s}{z^2-\frac94s^2},$$

$$\frac{\tilde J_x-i\tilde J_y}{I}=-\frac1{2\pi}\,\frac{s}{z^2-\frac14s^2}.$$

The dot product is the real part of the first expression times the complex conjugate of the second:

$$S=\frac{3s^2}{4\pi^2}\,\mathrm{Re}\,\frac{1}{(z^2-\frac94s^2)(\bar z^2-\frac14s^2)}.$$

A complex number and its inverse have real parts of the same sign, so the sign of $S$ is that of the real part of the denominator. Set $z^2=\tfrac54s^2+\zeta$. The denominator becomes

$$(\zeta-s^2)(\bar\zeta+s^2)=|\zeta|^2-s^4+s^2(\zeta-\bar\zeta),$$

and the last term is imaginary. Therefore

$$S<0\quad\Longleftrightarrow\quad\left|z^2-\tfrac54s^2\right|<s^2. \tag{4}$$

On the probe line this reads $\tfrac14s^2<x^2<\tfrac94s^2$: the intervals from 1 to 2 and from 3 to 4. In the plane the region consists of two closed loops, a Cassini oval.

For their height, put $c=\mathrm{Re}\,z^2$ on the boundary and measure lengths in units of $s$. From $|z^2-\tfrac54|^2=1$ we get $|z^2|^2=\tfrac52c-\tfrac9{16}$, and since $|z^2|=x^2+y^2$ and $c=x^2-y^2$,

$$y^2=\tfrac12\left(\sqrt{\tfrac52c-\tfrac9{16}}-c\right).$$

The derivative vanishes when the root equals $\tfrac54$, that is at $c=\tfrac{17}{20}$, where $y^2=\tfrac15$. Each loop reaches $s/\sqrt5$ above and below the line, or 4.5 µm for a 10 µm pitch.

**Q:** If I raise the whole film, though, the reading must go up.

**A:** Yes. A uniform fractional rise leaves the current pattern unchanged and multiplies $R$ by the same factor. For the unbounded sheet, integrating the field of source and sink gives

$$V(\mathbf r)=\frac{R_sI}{2\pi}\ln\frac{|\mathbf r-\mathbf r_4|}{|\mathbf r-\mathbf r_1|},\qquad
V_2=-V_3=\frac{R_sI}{2\pi}\ln2,$$

so $R=R_s\ln2/\pi$, and by (1) $\int S\,dA=\ln2/\pi=0.2206$. Numerical quadrature of $S$ splits this into $+0.3103$ from the positive region and $-0.0897$ from the two loops. If $R_s$ rises by 1% inside both loops and nowhere else, $R$ falls by about $1\%\times0.0897/0.2206=0.41\%$.

**Q:** I accept the algebra, but what happens at the patch?

**A:** Current that has to cross a more resistive spot raises the potential on its upstream side and lowers it on its downstream side, relative to the clean film. Seen from outside, the spot has added a dipole potential. Between probes 1 and 2 the current runs to the right, so both voltage probes lie downstream and both potentials drop. Probe 2 is closer and drops more. Hence $V_2-V_3$ shrinks.

Move the spot to the array centre and probe 2 is upstream while probe 3 is downstream. One rises, the other falls, and the reading goes up.

**Q:** My patch is not a small perturbation. Can a strong one reverse the sign?

**A:** Not if it is a uniform disc that contains no probe and lies wholly inside a loop, on an otherwise uniform, unbounded sheet. Put the origin at the disc centre and let the disc have radius $a$ and sheet resistance $R_s'$. Near it, the potential of the clean film is $V_0=\mathrm{Re}\sum_{n\ge0}c_nz^n$, because the sources lie outside. Try

$$V_{\rm in}=\mathrm{Re}\Big[c_0+(1+k)\sum_{n\ge1}c_nz^n\Big],\qquad V_{\rm out}=V_0+k\,\mathrm{Re}\sum_{n\ge1}c_n\frac{a^{2n}}{\bar z^{\,n}}.$$

On the rim $z\bar z=a^2$, so $a^{2n}/\bar z^{\,n}=z^n$ and the potentials agree. The added outer terms decrease with radius, so equality of the normal currents requires, for every $n$,

$$\frac{1-k}{R_s}=\frac{1+k}{R_s'}\quad\Rightarrow\quad k=\frac{R_s'-R_s}{R_s'+R_s}.$$

The current inside is $\mathbf J'=(1+k)(R_s/R_s')\mathbf J=(1-k)\mathbf J$: weaker for a resistive disc, but with unchanged direction at each point. Insert this in (2) and use $(R_s'-R_s)(1-k)=2kR_s$:

$$R'-R=2kR_s\int_{\rm disc}S\,dA. \tag{5}$$

For small contrast $2kR_s\to\delta R_s$ and (3) returns. For an insulating disc $k=1$, so the effect saturates but keeps its sign. For a disc that straddles the edge of a loop and contains no probe, the change has the sign of $k\int S\,dA$, taken over the disc.

**Q:** Put numbers on it. I use a micro four-point probe on a titanium nitride film.

**A:** Take a pitch of 10 µm, a current of 20 µA and $R_s=200$ Ω per square. The clean reading is $200\times0.22064=44.13$ Ω. The patch is a disc of radius 2 µm with $R_s'=400$ Ω per square, centred midway between probes 1 and 2, so $k=200/600=1/3$.

At its centre, $x=-s$, the bracketed expressions give

$$\frac{J_x}{I}=\frac{2+0.4}{2\pi s}=0.0382\ \text{µm}^{-1},\qquad
\frac{\tilde J_x}{I}=\frac{-2+0.667}{2\pi s}=-0.0212\ \text{µm}^{-1},$$

so $S=-8.11\times10^{-4}$ µm⁻². The disc area is 12.57 µm², and the first-order law predicts $200\times(-8.11\times10^{-4})\times12.57=-2.04$ Ω.

That is too large in magnitude, because the current partly avoids the spot: the factor $1-k=2/3$ brings it to $-1.36$ Ω. In addition $S$ varies over the disc. Its integral, by quadrature, is $-0.00941$ rather than $-0.01019$. Equation (5) then gives

$$R'-R=2\times\tfrac13\times200\times(-0.00941)=-1.25\ \Omega,$$

or $-2.8$% of the clean reading.

**Q:** And the two voltages separately?

**A:** For a source at $p$, measured from the disc centre, expanding $-(R_sI/2\pi)\ln|z-p|$ gives $c_n=(R_sI/2\pi)/(np^n)$ for $n\ge1$. The added outer series then sums to a logarithm:

$$\Delta V(z)=-\frac{kR_sI}{2\pi}\ln\left|1-\frac{a^2}{p\bar z}\right|.$$

The sink contributes the same form with opposite sign. From the disc centre, the current probes sit at $-5$ and $25$ µm and the voltage probes at $5$ and $15$ µm. With $a^2=4$ µm²,

$$\Delta V_2=-\frac{kR_sI}{2\pi}\ln\frac{1+4/25}{1-4/125}=-38.4\ \text{µV},$$

$$\Delta V_3=-\frac{kR_sI}{2\pi}\ln\frac{1+4/75}{1-4/375}=-13.3\ \text{µV}.$$

Their difference, $-25.1$ µV, divided by 20 µA is again $-1.25$ Ω. The ratio of the shifts is near 3, as expected for a dipole potential falling as the inverse distance, with probe 3 three times as far away as probe 2.

**Q:** What if I change the spot or move it?

**A:** Keep the radius and probe current fixed. At the original position, an insulating disc gives $-3.76$ Ω, and a disc lowered to 100 Ω per square gives $+1.25$ Ω, since then $k=-1/3$. For the 400 Ω disc at other positions:

- At the array centre $S=+1.35\times10^{-3}$ µm⁻², and the reading rises by 2.27 Ω.
- At $x=-2s$, outside probe 1, both currents run to the left, and the reading rises by 0.20 Ω.

Far away $S$ tends to $3s^2/(4\pi^2r^4)$, which is positive and soon negligible. Close to a probe the sign is delicate. At probe 2, $\tilde{\mathbf J}$ points outward in all directions while $\mathbf J$ runs to the right, so a small spot just left of the probe lowers the reading and one just right of it raises it.

**Q:** My real film has edges and is not uniform. Does the sign survive?

**A:** Equations (1) to (3) hold there too, but the loops in (4) change shape, and further weak negative regions can appear along an edge, where the two currents reverse direction at different points. Along a single straight edge parallel to the probes at distance $D$, both currents are tangential and equal to twice the $x$ components found above, so $S<0$ for $\tfrac14s^2+D^2<x^2<\tfrac94s^2+D^2$. With the probes on the midline of a strip, neither current reverses along the edges and these regions are absent. As an example of a bounded, uneven film, I solved Kirchhoff's equations for a bounded grid of 25 by 13 nodes, with resistors scattered at random within 20% of their mean. The probes were in the middle row, four spacings apart. Doubling the resistors within 1.2 spacings of a chosen point gave:

- midway between 1 and 2: four-probe resistance $-4.5$%, two-terminal resistance between 1 and 4 $+4.4$%;
- at the array centre: $+17.2$% and $+1.9$%.

The same patch can thus lower the four-probe value while raising the two-terminal one. The negative sign is not guaranteed on every film, however. In a strip much narrower than the probe pitch, the exchanged current hardly spreads beyond probes 2 and 3, so the dip fades exponentially, to below a millionth of the reading for a doubled patch in a strip a quarter of the pitch wide. The net exchanged current through any cross-section left of probe 2 is zero: it runs left near the midline and right near the edges, so a patch near an edge raises the reading.

**Q:** Would I see 1.25 Ω in practice?

**A:** The parameters are rough but plausible: 200 Ω per square at 10 nm thickness means a resistivity of 200 µΩ cm, reasonable for thin titanium nitride. The sharp-edged disc of doubled resistance is a model choice; a real patch may have a gradual edge, and then (2) must be used with its actual profile.

The most serious of the neglected effects I have sized is probe placement. In general $R=(R_s/2\pi)\ln[r_{13}r_{24}/(r_{12}r_{34})]$, where $r_{ij}$ is the distance between probes $i$ and $j$. A displacement $\delta$ along the line changes the logarithm by $1.5\,\delta/s$ in magnitude for an inner probe and $0.5\,\delta/s$ for an outer one. With independent errors of 50 nm rms per probe,

$$\delta R_{\rm rms}=\frac{200}{2\pi}\times\frac{0.05}{10}\sqrt{2(1.5)^2+2(0.5)^2}=0.36\ \Omega.$$

That is 28% of the signal for one landing. Subtracting two independent landings raises it by $\sqrt2$, to about 0.5 Ω, so I would average several landings before trusting the size of the dip. All of this concerns the single reading $R$. Many micro four-point probes also measure $R_B=(V_2-V_4)/I$ with current from 1 to 3 and report the $R_s$ that solves $e^{2\pi R/R_s}-e^{2\pi R_B/R_s}=1$. That value cancels in-line position errors on a uniform sheet, its sensitivity there has no negative loops, and for the disc above it rises by about 0.1% instead of falling.

The other effects are smaller here:

- Treating the contacts as perfectly conducting discs of 150 nm radius changes $R$ by about 0.02 Ω.
- A straight edge 500 µm away, parallel to the probes, adds about $(R_s/2\pi)(3s^2/4D^2)=0.01$ Ω, with $D$ the distance to the edge.
- With a temperature coefficient of $3\times10^{-4}$ K⁻¹, a drift of 1 K changes the reading by 0.013 Ω.

The film must also be insulated from what lies below. I assumed 100 nm of oxide on silicon. If current leaks into a substrate, $\mathbf J$ is no longer conserved within the film, and (1) fails as written. A magnetic field breaks the argument at another point: the Hall part of the resistivity makes $\tilde{\mathbf J}\cdot\mathbf E$ differ from $\mathbf J\cdot\tilde{\mathbf E}$, so the two lines subtracted to obtain (2) no longer match.

Numbers in the example were calculated in double precision.
